\section*{Why Sparse k Sampling Makes an Extended Band Look Like Isolated Levels}

\section*{A lone level in a small cell}

\textsc{Q.} I have a supercell of an oxide channel, sampled at $\Gamma$ alone. Its density of states is a row of sharp peaks, and the lowest empty one stands well apart from the rest. Have I found a trap?

\textsc{A.} The peaks do not tell you. A trap would give a sharp peak, but so would a free-electron-like band sampled at too few points. To separate the two, start with what was summed. For one band $E(\mathbf k)$ on a simple cubic lattice of constant $a$, the density of states per cell and spin, broadened by a Gaussian $g_\sigma$ of standard deviation $\sigma$, is
\begin{equation}
D(E)=\frac{a^3}{(2\pi)^3}\int_{\rm BZ}d^3k\;g_\sigma\bigl(E-E(\mathbf k)\bigr).
\end{equation}
A mesh replaces the integral by
\begin{equation}
D_N(E)=\frac1{N^3}\sum_{\mathbf j}g_\sigma\bigl(E-E(\mathbf k_{\mathbf j})\bigr),\qquad
\mathbf k_{\mathbf j}=\frac{2\pi}{Na}(\mathbf j+\mathbf s),
\end{equation}
where each component of $\mathbf j$ runs from $0$ to $N-1$ and $\mathbf s$ shifts the mesh.

\textsc{Q.} I used one point, not a mesh.

\textsc{A.} In a supercell of edge $L=Na$, a state at $\Gamma$ repeats after $L$ along each axis. A Bloch wave of the small cell does so if $e^{ik_iNa}=1$, hence $k_i=2\pi j_i/(Na)$. Your one point is therefore an unshifted $N\times N\times N$ mesh of the primitive cell. This holds for a perfect crystal; a defect mixes these waves.

\section*{What the sum adds to the true spectrum}

\textsc{Q.} Why should the sum differ from the integral by spikes, and not by some smooth error?

\textsc{A.} At fixed $E$, the function $f(\mathbf k)=g_\sigma(E-E(\mathbf k))$ is periodic in $\mathbf k$, so it has a Fourier series over lattice vectors $\mathbf R=a\mathbf n$:
\begin{equation}
f(\mathbf k)=\sum_{\mathbf R}f_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R},\qquad
f_{\mathbf R}=\frac{a^3}{(2\pi)^3}\int_{\rm BZ}d^3k\,f(\mathbf k)e^{i\mathbf k\cdot\mathbf R}.
\end{equation}
Averaging one exponential over the mesh gives, for each axis,
\begin{equation}
\frac1N\sum_{j=0}^{N-1}e^{-2\pi i(j+s)n/N}
=\begin{cases}e^{-2\pi isM},&n=NM,\\0,&\text{otherwise,}\end{cases}
\end{equation}
with $M$ an integer, because, once the common factor $e^{-2\pi isn/N}$ is taken out, the geometric sum closes to zero unless every term equals one. Therefore
\begin{equation}
D_N(E)=\sum_{\mathbf M}e^{-2\pi i\mathbf s\cdot\mathbf M}f_{L\mathbf M}(E).
\label{images}
\end{equation}
The term $\mathbf M=0$ is $D(E)$. All the others are sampling error.

\textsc{Q.} Do those terms mean anything physically?

\textsc{A.} Let $|\mathbf R\rangle$ be the orbital in cell $\mathbf R$. Among $N_c$ cells, a Bloch state has $\langle\mathbf R|\mathbf k\rangle=e^{i\mathbf k\cdot\mathbf R}/\sqrt{N_c}$. Inserting these states gives
\begin{equation}
\langle\mathbf R|g_\sigma(E-H)|0\rangle
=\frac1{N_c}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}g_\sigma(E-E(\mathbf k))
\to f_{\mathbf R}.
\end{equation}
With $\hbar=1$, the Gaussian can be written as
\begin{equation}
g_\sigma(x)=\frac1{2\pi}\int_{-\infty}^{\infty}d\tau\,e^{ix\tau-\sigma^2\tau^2/2},
\end{equation}
so that
\begin{equation}
f_{\mathbf R}(E)=\frac1{2\pi}\int_{-\infty}^{\infty}d\tau\,e^{iE\tau-\sigma^2\tau^2/2}
\langle\mathbf R|e^{-iH\tau}|0\rangle .
\label{time}
\end{equation}
The error is the amplitude for an electron to travel from a cell to its periodic image, within the time of order $1/\sigma$ that the broadening allows. An electron that cannot travel produces no such error. The spikes of a sparsely sampled band thus come from its dispersion.

\textsc{Q.} Can you show that for a definite band?

\textsc{A.} Take nearest-neighbour hopping $t>0$, with the band bottom at zero:
\begin{equation}
E(\mathbf k)=2t\sum_{i=1}^{3}(1-\cos k_ia).
\end{equation}
The motion factorizes. With $\theta=k_ia$, each axis contributes
\begin{equation}
\frac{e^{-2it\tau}}{2\pi}\int_{-\pi}^{\pi}d\theta\,e^{in\theta+2it\tau\cos\theta}
=e^{-2it\tau}\,i^nJ_n(2t\tau).
\end{equation}
For large $|n|$ the Bessel function is very small until $2t|\tau|$ approaches $|n|$. That is the arrival time at the greatest velocity component along one axis, since $|dE/dk_i|=2ta|\sin k_ia|\le2ta$. If $t\to0$ the band is flat, $J_n(0)=0$ for $n\ne0$, and the mesh no longer matters.

\section*{How much broadening hides the mesh}

\textsc{Q.} How large must $\sigma$ be before the peaks merge?

\textsc{A.} Consider one branch of a one-dimensional band that is linear over several mesh steps, with speed $v$. Its levels are spaced by $\Delta=2\pi v/L$. The sum of Gaussians has period $\Delta$ in energy, and its $m$th Fourier coefficient is
\begin{equation}
\frac1\Delta\int_{-\infty}^{\infty}dx\,g_\sigma(x)e^{-2\pi imx/\Delta}
=\frac1\Delta e^{-2\pi^2m^2\sigma^2/\Delta^2}.
\end{equation}
Keeping $m=0,\pm1$, with $x$ measured from a level,
\begin{equation}
\sum_jg_\sigma(x-j\Delta)\simeq\frac1\Delta
\left[1+2e^{-2\pi^2\sigma^2/\Delta^2}\cos\frac{2\pi x}{\Delta}\right].
\end{equation}
The ripple amplitude relative to the mean is $\eta=2e^{-2\pi^2\sigma^2/\Delta^2}$. Taking the logarithm gives
\begin{equation}
\frac\sigma\Delta=\left[\frac{\ln(2/\eta)}{2\pi^2}\right]^{1/2},
\label{criterion}
\end{equation}
which is $0.518$ for a ripple of one per cent. The exponential is the damping $e^{-\sigma^2\tau^2/2}$ of Eq.~(\ref{time}) at the arrival time $\tau=L/v=2\pi/\Delta$.

\textsc{Q.} Does a curved band obey this?

\textsc{A.} Near its steepest part, yes, provided the band stays nearly linear over several mesh steps. For a cosine chain with 40 points and $t=1$ eV, the midband spacing is $4\pi t/40=0.314$ eV. I summed the levels with $\sigma=0.090$ eV, once with a level at midband and once with the mesh moved half a step. Half the difference, divided by the mean, was 0.393; the formula gives 0.396. With few points the formula is optimistic: at $\sigma=0.518\Delta$, where it gives 0.010, the midband ripple is 0.011 for 40 points, 0.018 for 8 and 0.035 for 4. At a band edge $v=0$, so the linear estimate gives no spacing; curvature sets it there. In this chain the levels crowd at the edge, and the same measure at $E=0$ is only about $10^{-4}$.

\textsc{Q.} And if I make $\sigma$ smaller to see the peaks better?

\textsc{A.} For $\sigma\ll\Delta$ the Gaussians no longer overlap. In the linear chain, a peak then exceeds the smooth value $1/\Delta$ by the factor
\begin{equation}
\Delta\,g_\sigma(0)=\frac{\Delta}{\sqrt{2\pi}\,\sigma}.
\end{equation}
Each peak has the width $\sigma$ that you chose. Its sharpness measures neither a lifetime nor the size of an orbital.

\section*{Seven peaks from one band}

\textsc{Q.} Put in numbers close to my cell.

\textsc{A.} Take $a=0.35$ nm, $t=1$ eV and $N=4$, so $L=1.4$ nm. Near the bottom $E\simeq ta^2k^2$. Equating this to $k^2/2m$ gives $m=1/(2ta^2)$, or 0.31 electron masses. Along one axis the mesh energies are 0, 2, 4 and 2 eV. If $x$ marks a step of 2 eV, the states are counted by
\begin{equation}
(1+2x+x^2)^3=(1+x)^6 .
\end{equation}
The 64 states fall into seven spikes at 0, 2, 4, 6, 8, 10 and 12 eV, holding 1, 6, 15, 20, 15, 6 and 1 states. The single state at the bottom, 2 eV below its neighbours, has the look of a defect level. It is the conduction-band edge.

With $\sigma=0.10$ eV, the central spike reaches
\begin{equation}
\frac{20}{64}\,\frac1{\sqrt{2\pi}\,(0.10\ \mathrm{eV})}=1.25\ \mathrm{eV}^{-1}.
\end{equation}
The true broadened value there is $0.143\ \mathrm{eV}^{-1}$, found by numerical integration of Eq.~(\ref{time}) at $\mathbf R=0$. The error is 7.7 times the largest true value, $0.144\ \mathrm{eV}^{-1}$.

\textsc{Q.} What happens if I move the mesh?

\textsc{A.} A half-step shift along all axes leaves four spikes, at 1.76, 4.59, 7.41 and 10.24 eV, with 8, 24, 24 and 8 states. The apparent defect level has moved up by 1.76 eV although the crystal is unchanged. In Eq.~(\ref{images}), the shift has altered the phases of the image terms.

\textsc{Q.} How fine a mesh would show the real spectrum?

\textsc{A.} At the steepest part of the band, one mesh step along an axis changes the energy by $\Delta=4\pi t/N$. Equation~(\ref{criterion}) then suggests $N\simeq0.518\times4\pi t/\sigma=65$ for one per cent. Direct sums at fixed $\sigma=0.10$ eV give the following; the error is the largest deviation at any energy, divided by the largest true value. I count peaks as separate if the curve falls and rises again between them by more than five per cent of that value.
\begin{center}
\begin{tabular}{rrr}
$N$ & peaks & error\\
4 & 7 & 7.7\\
8 & 19 & 2.7\\
16 & 19 & 0.51\\
32 & 11 & 0.085\\
64 & 1 & 0.0009
\end{tabular}
\end{center}
The number of peaks first rises and then falls, so it is a poor measure of convergence. Refinement adds levels before the broadening blends them. At $N=64$ the linear estimate is $\eta=0.012$, well above the three-dimensional error. In three dimensions each image term is a product of three Bessel functions: $J_NJ_0^2$ for images of type $(L,0,0)$, $J_N^2J_0$ for $(L,L,0)$ and $J_N^3$ for $(L,L,L)$, all reached when $2t\tau$ approaches $N$. At $N=64$ these three families alone give largest deviations of 0.0002, 0.0005 and 0.0007 of the largest true value, so the diagonal images carry most of what remains. The one-dimensional rule is cautious for this band on meshes of 8 to 64 points per axis, but it is not a bound: at $N=4$ with $\sigma=0.518\Delta$ the error is 0.014, and other bands may differ.

\textsc{Q.} Must I then run 64 points along every axis?

\textsc{A.} Not if you interpolate the band first. This $E(\mathbf k)$ contains harmonics with $n_i=0,\pm1$, and four points per axis fix them. At $\mathbf ka=(0.37,1.91,-2.45)$, Fourier interpolation from the $N=4$ mesh returns 6.341 eV, the value of the band itself. The function $g_\sigma(E-E(\mathbf k))$ is much harder to sample, since it has harmonics out to distances of order $v/\sigma$. For a real material, interpolation needs short-ranged hopping and a correct treatment of band crossings.

\section*{What a trap does instead}

\textsc{Q.} Show me a real trap under the same treatment.

\textsc{A.} Lower one site by $U$, so that $H=H_0-U|0\rangle\langle0|$, and seek a level at $E=-\varepsilon<0$. The eigenvalue equation becomes
\begin{equation}
(H_0+\varepsilon)|\psi\rangle=U|0\rangle\langle0|\psi\rangle .
\end{equation}
Apply $\langle0|(H_0+\varepsilon)^{-1}$ and divide by $U\langle0|\psi\rangle$, which is nonzero for a state bound by this site:
\begin{align}
\frac1U&=\langle0|(H_0+\varepsilon)^{-1}|0\rangle
=\int_0^\infty du\,e^{-\varepsilon u}\langle0|e^{-H_0u}|0\rangle\nonumber\\
&=\int_0^\infty du\,e^{-\varepsilon u}\left[e^{-2tu}I_0(2tu)\right]^3 .
\end{align}
The bracket is the average of $e^{-2tu(1-\cos\theta)}$ over one axis. At large $u$ its cube falls as $u^{-3/2}$, so the integral stays finite at $\varepsilon=0$. Binding therefore needs a minimum depth, 3.96 eV by quadrature. For $U=6$ eV the root is $\varepsilon=1.10$ eV.

\textsc{Q.} In a single $\Gamma$ run it would still be one sharp peak.

\textsc{A.} Yes. Now change the supercell boundary condition from periodic to antiperiodic along every axis, which moves its $\mathbf k$ point from $\Gamma$ to the zone corner. Without the trap, the lowest level rises by
\begin{equation}
\delta E_{\rm band}=6t\left(1-\cos\frac{\pi}{N}\right).
\end{equation}
This is 1.76 eV for $N=4$ and 0.46 eV for $N=8$. Diagonalizing the cells with the trap gives shifts of 0.135 eV and 0.0011 eV.

The band shift falls as $1/N^2$ for large $N$. The trap shift falls roughly exponentially, because the bound orbital decays. Along an axis its decay constant $\kappa$ follows from $E(i\kappa)=-\varepsilon$, or $2t(\cosh\kappa a-1)=\varepsilon$, so $\kappa a=1.01$. Four more cells reduce the exponential by a factor of about 56. The computed shift falls by about 120; the further loss has the sign expected from spreading in three dimensions.

\textsc{Q.} Could I look at the orbital instead?

\textsc{A.} Look at how it grows with the cell. For normalized site amplitudes, define $P=1/\sum_{\mathbf R}|\psi_{\mathbf R}|^4$. A state spread evenly over $Q$ sites has $P=Q$. From $N=4$ to $N=8$, the band-edge state goes from 64 to 512, while the trap goes from 1.95 to 1.67. A well of 2 eV, too shallow to bind, gives 61 and 504: it distorts the band edge without localizing it.

One cell size is not enough. A bound orbital wider than the cell looks extended. Conversely, Bloch states of a flat band cover all cells evenly, although its electrons do not move. For that case, test the dispersion.

\section*{Back to the oxide channel}

\textsc{Q.} How far can I trust this for indium oxide?

\textsc{A.} The model has the rough regime of a crystalline indium-oxide channel: a mass of a few tenths of the electron mass and a cell little more than a nanometre wide. It lacks the real crystal structure and the higher conduction bands, so its 12 eV width should not be read as a material property. The first gap above the band edge matters most here. It is 2.0 eV in the lattice model and 2.5 eV for a parabola of the same mass. The two-band form $E(1+E/E_g)=k^2/2m$ with $E_g=3$ eV, which bends the band more strongly, gives 1.6 eV; keeping the free-electron term at the same band-edge mass gives 2.0 eV. In these models non-parabolicity therefore lowers the parabolic value by 0.5 to 0.9 eV, but the lone level remains.

\textsc{Q.} Would scattering or lattice motion fill that gap?

\textsc{A.} Not at these values. A rough mobility $\mu=100\ \mathrm{cm^2/Vs}$ gives a momentum-relaxation time $\tau_{\rm s}=m\mu/e=18$ fs. Taken as a lifetime, it gives a width $\hbar/\tau_{\rm s}=0.037$ eV; small-angle scattering can make the true lifetime shorter. At 300 K the thermal energy is 0.026 eV. For a dilute, nondegenerate electron gas, the thermal speed $(3k_{\rm B}T/m)^{1/2}$ gives a mean free path of 3.7 nm, longer than the cell. For coupling to polar phonons, I take rough dielectric constants $\epsilon_\infty=4$ and $\epsilon_0=9$ and a phonon energy $\hbar\omega=0.05$ eV. The Fröhlich coupling is
\begin{equation}
\alpha=\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right)
\left(\frac{m}{m_e}\frac{13.6\ \mathrm{eV}}{\hbar\omega}\right)^{1/2}=1.3,
\end{equation}
and the leading-order shift is $-\alpha\hbar\omega=-0.064$ eV. These estimates apply to electrons near the band edge, and all are far below the gap, so the lowest level stays apart. The levels above it may be broader. A low-mobility amorphous film has a shorter mean free path, and there the plane-wave picture is less secure.

\textsc{Q.} Disorder is my main worry.

\textsc{A.} I diagonalized one $N=8$ sample with site energies drawn evenly from a range 2 eV wide. The lowest state had $P$ equal to 91 per cent of the number of sites, and it moved by 0.36 eV under the boundary change, against 0.46 eV in the clean cell. It remained extended on the scale of that cell. One sample cannot exclude rare localized tail states in a large film.

\textsc{Q.} Does the mistake matter once I add an electron?

\textsc{A.} It changes the filling. One electron in this cell is a density of $3.6\times10^{20}\ \mathrm{cm^{-3}}$, that of a heavily doped conductor. Sampling at $\Gamma$ puts it at the band edge, at zero energy. In the rigid band, a $64^3$ mesh with two spins puts the Fermi energy at 0.58 eV. Reading the lone level as a trap would thus turn a degenerate electron gas into a localized charge.

\textsc{Q.} What should I run first?

\textsc{A.} Keep the atoms and the converged potential fixed, and compute the lowest empty level at several $\mathbf k$ points of the supercell. If it moves by an amount comparable with the folded-band estimate, you are seeing dispersion, either of a band or of a bound orbital wider than the cell; only a cell several times wider than the orbital separates the two. A hydrogen-like donor with $m=0.31\,m_e$ and $\epsilon_0=9$ has a radius of 1.5 nm; on this lattice, with a periodic Coulomb potential in a neutralizing background, it gives $P=62$ and 481 at $N=4$ and 8, like the band edge, and still covers 27 per cent of the sites at $N=24$ (26 to 29 per cent with other treatments of the core and images), falling to 5 per cent at $N=36$. If it hardly moves, enlarge the cell around the same single defect. A deep bound orbital keeps its size; a band-edge state spreads with the cell. Inspect the orbital at each $\mathbf k$ point as well, since a localized orbital just above the band edge can also pin the lowest level: one at 0.1 eV, coupled by 0.2 eV to a single site of the $N=4$ cell, leaves the lowest state at $\Gamma$ extended ($P=57$) but is itself the lowest state at the zone corner, so the level moves by only 0.10 eV. The level of a deep neutral short-ranged well settles quickly (a barely bound one does not: for $U=4.2$ eV it is $-0.29$, $-0.09$, $-0.04$ and $-0.03$ eV at $N=4$, 8, 16 and 32), but that of a charged defect drifts slowly, as $1/L$, through its Coulomb images. The test concerns the empty level at fixed atoms. It cannot exclude a site that binds only after it relaxes around the added electron: a 3.5 eV well, too shallow to bind, does so if deepening it by $x$ costs $x^2/2g$ with $g=4$ eV. At $x=2.5$ eV the well is the 6 eV well above, which gains 1.10 eV at a cost of 0.78 eV. The best net gain is 0.39 eV near $x=3.4$ eV, reached over a barrier of about 0.03 eV.
